# The Inverse-Fourth-Power Tail of the Neutral Thomas-Fermi Atom, part 1

(Sections cited here and not found follow in the second part.)

## I. The neutral atom and its limiting law

An ion-implantation calculation that follows a moving ion past individual target atoms can set the force between them to zero beyond a chosen separation. This cutoff fixes how many target atoms are examined at each step and, if the potential is simply cut off there, how large a discontinuity is left in it. The choice depends on how the screening function decays. If it decays exponentially, moving the cutoff outward by a fixed distance reduces the neglected potential by at least a fixed factor. If it decays as a power, the same reduction requires the cutoff to be multiplied by a fixed factor, which soon becomes expensive.

The screening function of the neutral Thomas-Fermi atom belongs to the second kind. At large reduced radius $x$ it approaches $144/x^3$, and the potential therefore falls as $1/r^4$. This half proves that law. The second half finds how slowly it is approached and where it ceases to describe an atom.

### The equation and its length scale

Consider a point nucleus of charge $Ze$, with $e>0$, surrounded by $Z$ electrons of charge $-e$ and mass $m$. Gaussian units are used. The electrons are nonrelativistic and at zero temperature, exchange and correlation are left out, and at each point they are treated as a uniform Fermi gas in the local electrostatic potential $\Phi(r)$, which vanishes at infinity.

An electron of momentum $p$ has the energy $p^2/2m-e\Phi$. States are filled up to the chemical potential $\mu$, so the local Fermi momentum satisfies $p_F^2/2m=\mu+e\Phi$ wherever the right side is positive. Two spin states occupy each phase-space cell $(2\pi\hbar)^3$, hence

$$n=\frac{2}{(2\pi\hbar)^3}\,\frac{4\pi p_F^3}{3}=\frac{[2m(\mu+e\Phi)]^{3/2}}{3\pi^2\hbar^3}. \tag{1}$$

For a neutral atom $\mu=0$, for the following reasons. If $\mu$ were positive, the density would tend to a nonzero constant at infinity and the number of electrons would be infinite. If $\mu$ were negative, the density would vanish beyond some outermost radius $R$, where $e\Phi(R)=-\mu>0$. But outside all the charge of a neutral spherical atom there is no field, so $\Phi=0$ there, and by continuity $\Phi(R)=0$. This is a contradiction.

The potential is also nowhere negative. The net charge inside any sphere is $Ze$ minus the electronic charge enclosed. It decreases outward to zero and so is never negative. The field therefore never points inward, and $\Phi$ decreases outward to zero.

The electronic charge density is $-en$, so Poisson's equation for $r>0$ reads $\nabla^2\Phi=4\pi en$. Write

$$\Phi(r)=\frac{Ze}{r}\,y(x),\qquad x=\frac ra, \tag{2}$$

with a length $a$ still to be chosen. For a spherical function $\nabla^2\Phi=r^{-1}d^2(r\Phi)/dr^2$. With primes for derivatives with respect to $x$, Poisson's equation becomes

$$\frac{Ze}{a^2r}\,y''=\frac{4\pi e}{3\pi^2\hbar^3}\left(\frac{2mZe^2y}{r}\right)^{3/2}.$$

Multiply by $a^2r/(Ze)$, put $r=ax$, and introduce the Bohr radius $a_0=\hbar^2/(me^2)$:

$$y''=\left[\frac{4}{3\pi}\left(\frac{2a}{a_0}\right)^{3/2}Z^{1/2}\right]\frac{y^{3/2}}{x^{1/2}}.$$

The bracket equals one if

$$a=b\,a_0Z^{-1/3},\qquad b=\frac12\left(\frac{3\pi}{4}\right)^{2/3}. \tag{3}$$

The result is the Thomas-Fermi equation,

$$y''=\frac{y^{3/2}}{x^{1/2}},\qquad y(0)=1. \tag{4}$$

The condition at the origin says that the nucleus is unscreened at short distance.

### What neutrality requires

By Gauss's law the charge inside radius $r$ is $-r^2d\Phi/dr$. Differentiating Eq. (2) gives

$$-r^2\frac{d\Phi}{dr}=Ze\,(y-xy'). \tag{5}$$

The atom is neutral when $y-xy'\to0$. This is equivalent to $y\to0$, as the following two arguments show. Both use $y''\ge0$, which means that $y$ is convex.

First suppose that $y\to0$. Then $y'$ is never positive, since a convex function with a positive slope somewhere keeps growing. Moreover $|y'|$ decreases outward, so over the interval from $x/2$ to $x$ the function drops by at least $(x/2)|y'(x)|$:

$$\frac x2\,|y'(x)|\le y(x/2)-y(x)\to0. \tag{6}$$

Thus $xy'\to0$, and the atom is neutral.

Conversely, suppose that $y-xy'\to0$. A positive slope anywhere would make $y$ grow at least linearly. Then $(y-xy')'=-xy''=-x^{1/2}y^{3/2}$ would drive $y-xy'$ to $-\infty$. Hence $y'\le0$, both terms of $y-xy'$ are nonnegative, and each must vanish at infinity.

### A neutral solution exists

Let $y'(0)=-B$. With $s=\sqrt x$ and $p=dy/dx$, Eq. (4) becomes

$$\frac{dy}{ds}=2sp,\qquad \frac{dp}{ds}=2y^{3/2}. \tag{7}$$

If $y^{3/2}$ is replaced by zero for negative $y$, the right sides have continuous first derivatives. A solution is then fixed uniquely by its values at one point and depends continuously on $B$.

Follow the solution outward until either $y$ reaches zero or $p$ reaches zero. Both cannot happen at one point, because the solution through $y=p=0$ is identically zero, contrary to $y(0)=1$. There are thus two separate classes of slope.

- For $B=3$ the function reaches zero first. While $0<y\le1$, Eq. (4) gives $y''\le x^{-1/2}$, so $p\le-3+2\sqrt x$, which is negative up to $x=1$. A second integration gives $y\le1-3x+\frac43x^{3/2}$, which is $-\frac23$ at $x=1$. The zero therefore comes earlier.
- For $B=\frac12$ the slope reaches zero first. Convexity gives $y\ge1-x/2\ge\frac12$ up to $x=1$, so $y''\ge2^{-3/2}x^{-1/2}$ and $p(1)\ge-\frac12+2^{-1/2}>0$.

Each class is open. In the first, $y$ passes through zero with a nonzero slope. In the second, $p$ passes through zero while $dp/ds>0$. A small change of $B$ cannot remove either crossing. The interval $\frac12\le B\le3$ cannot be divided into two nonempty, disjoint open sets, so at least one slope belongs to neither class. Its solution has $y>0$ and $y'<0$ at every $x$.

This solution decreases to a limit $\ell\ge0$. If $\ell$ were positive, Eq. (4) would give $y''\ge\ell^{3/2}x^{-1/2}$ and $y'\ge-B+2\ell^{3/2}\sqrt x$, which becomes positive. Hence $\ell=0$, and the solution is neutral.

### The power that fits

Try $y=Ax^{-k}$ with $A>0$ in Eq. (4):

$$k(k+1)A\,x^{-k-2}=A^{3/2}x^{-3k/2-1/2}. \tag{8}$$

Equal powers require $k+2=\frac32k+\frac12$, so $k=3$. Equal coefficients then require $A^{1/2}=12$, so $A=144$. The function $144/x^3$ solves the differential equation but is infinite at the origin, so it is not the atomic solution. That the atomic solution approaches it has still to be shown.

### Comparison of two solutions

Let $u$ and $v$ be nonnegative solutions of the differential equation for $x>0$, and let $d=u-v$. Then

$$d''=\frac{u^{3/2}-v^{3/2}}{x^{1/2}}, \tag{9}$$

which has the same sign as $d$. Suppose that $d$ is zero or negative in the limit $x\to0$ and tends to zero at infinity. Then $d\le0$ everywhere. Otherwise $d$ would have a positive maximum at some interior point, where $d''\le0$, while Eq. (9) requires $d''>0$ there.

One consequence is that the neutral solution is unique. Two neutral solutions agree at both ends, and the argument can be applied to their difference in either order.

A second consequence is an upper bound. Take $u=y$ and $v=144/x^3$. Their difference tends to $-\infty$ at the origin and to zero at infinity, so

$$w(x)\equiv\frac{x^3y(x)}{144}\le1. \tag{10}$$

The third uses a scaling property. For $\lambda>0$ let $y_\lambda(x)=\lambda^3y(\lambda x)$. Two differentiations give

$$y_\lambda''(x)=\lambda^5\,\frac{y(\lambda x)^{3/2}}{(\lambda x)^{1/2}}
=\frac{[\lambda^3y(\lambda x)]^{3/2}}{x^{1/2}}, \tag{11}$$

since $\lambda^{5-1/2}=\lambda^{9/2}$. Thus $y_\lambda$ solves the same equation. If $\lambda>1$, it starts at $\lambda^3>1$, above $y(0)=1$, and it also vanishes at infinity. Comparison gives $y(x)\le\lambda^3y(\lambda x)$. Multiplication by $x^3/144$ turns this into

$$w(x)\le w(\lambda x),\qquad\lambda>1. \tag{12}$$

So $w$ never decreases. Being positive and bounded by one, it has a limit $L$ with $0<L\le1$.

### The limit is one

Since $y$ and $y'$ vanish at infinity, two integrations of $y''$ give

$$y(x)=\int_x^\infty dq\int_q^\infty y''(s)\,ds
=\int_x^\infty(s-x)\,y''(s)\,ds. \tag{13}$$

The order of integration may be exchanged because the integrand is nonnegative, and for given $s$ the variable $q$ runs from $x$ to $s$. Inserting $y=144w/s^3$ in Eq. (4) gives

$$y''(s)=\frac{(144w)^{3/2}}{s^{9/2}s^{1/2}}=\frac{1728\,w(s)^{3/2}}{s^5}. \tag{14}$$

The remaining integral without $w$ is

$$\int_x^\infty\frac{s-x}{s^5}\,ds=\frac1{3x^3}-\frac{x}{4x^4}=\frac1{12x^3}. \tag{15}$$

In Eq. (13) the factor $w(s)^{3/2}$ is at most $L^{3/2}$. Therefore

$$\frac{144\,w(x)}{x^3}\le1728\,L^{3/2}\,\frac1{12x^3}=\frac{144\,L^{3/2}}{x^3}, \tag{16}$$

or $w(x)\le L^{3/2}$. Letting $x\to\infty$ gives $L\le L^{3/2}$. Since $L>0$, division by $L$ gives $L^{1/2}\ge1$, and with $L\le1$ this leaves $L=1$. Hence

$$\lim_{x\to\infty}x^3y(x)=144. \tag{17}$$

The slope has a corresponding limit. One integration of Eq. (14) with $w\to1$ gives $-x^4y'(x)\to1728/4=432$. The local exponent

$$\nu(x)=-\frac{d\ln y}{d\ln x}=-\frac{xy'}{y} \tag{18}$$

therefore tends to $432/144=3$. Because $d\ln w/d\ln x=3-\nu\ge0$, it never exceeds three.

An exponential is thereby excluded. For every $\kappa>0$ the product $e^{\kappa x}y(x)$ grows without bound, since $y$ is asymptotically a power.

## II. Rate of approach, physical tail and limits of use

The reduced radius is $x=r/a$, with $a=b\,a_0Z^{-1/3}$ and $b=\frac12(3\pi/4)^{2/3}$. The potential is $\Phi=(Ze/r)y(x)$, and $y$ obeys $y''=y^{3/2}/x^{1/2}$ with $y(0)=1$ and $y\to0$. The ratio to the limiting law, $w=x^3y/144$, never decreases, is at most one, and tends to one. The local exponent $\nu=-d\ln y/d\ln x$ tends to three without exceeding it.

### Why the screening length does not stay fixed

Exponential screening arises when a small change $\delta y$ obeys $\delta y''=K^2\delta y$ with constant $K$. Linearizing the Thomas-Fermi equation about its own solution gives

$$\delta y''=\frac32\,\frac{y^{1/2}}{x^{1/2}}\,\delta y\;\to\;\frac{18}{x^2}\,\delta y, \tag{19}$$

where the last form uses $y^{1/2}\to12x^{-3/2}$. At large $x$ the local screening length is therefore $x/\sqrt{18}$, which grows in proportion to the distance. The electron gas becomes so dilute that it screens more and more weakly. With no fixed length left, the decay is a power.

For the neutral Thomas-Fermi atom, $x^3y$ has been shown to rise toward 144 without exceeding it, so the potential falls as $1/r^4$, and the local screening length grows in proportion to the distance. It remains to find how slowly this law is approached, where it ceases to describe an atom, and what this means for the cutoff in an implantation potential.
